# Quantum dipole fluctuations in the classical permittivity formula for a polar mode

## Problem

The static permittivity of an insulating film can be computed from the thermal fluctuations of its dipole moment. The usual formula comes from classical statistical mechanics, whereas the fluctuations may come from a method that includes zero-point motion. This exercise asks what happens when the two are combined.

Consider a polar vibration with displacement $u$, mass $m$, effective charge $Ze$ and angular frequency $\omega$. Its dipole along the field is $M=Qu$, with $Q=Ze$. In a macroscopic field $E$ the Hamiltonian is

$$H=\frac{p^2}{2m}+\frac12 m\omega^2u^2-QEu .$$

There are $n$ such modes per unit volume for each field direction. The frequency is the transverse one, belonging to zero macroscopic field. The effective charge includes the electronic charge that follows the ions; the purely electronic permittivity is added separately. Write $\beta=1/(k_BT)$ and $x=\hbar\omega/(2k_BT)$.

1. Find the mode's contribution $\Delta\varepsilon$ to the static relative permittivity from quantum mechanics, without using fluctuations.
2. Derive the classical fluctuation formula and verify that classical fluctuations reproduce $\Delta\varepsilon$.
3. Insert the quantum variance of $M$ into the classical formula. Show that for 1080 cm⁻¹ and 300 K the result is about 2.6 times too large, and examine the limits of small and large $x$.
4. Derive the quantum formula that replaces the classical one, and show that the error in part 3 can never be an underestimate, whatever the potential.
5. Identify the quantity in a path-integral simulation that gives the correct response.
6. Estimate the consequence for a silica interlayer dielectric. Use $m=10$ u, $Z=2.7$ and $n=22$ nm⁻³ for the 1080 cm⁻¹ mode, rough strengths 0.9 and 0.1 for bands at 450 and 800 cm⁻¹, and a rough electronic permittivity of 2.1. Discuss what the model neglects.

## Solution

### 1. The static response

Complete the square in the potential energy:

$$\frac12m\omega^2u^2-QEu=\frac12m\omega^2(u-u_0)^2-\frac{Q^2E^2}{2m\omega^2},\qquad u_0=\frac{QE}{m\omega^2}.$$

The kinetic energy is unaffected by a shift of the origin. The field therefore moves the oscillator to $u_0$ and lowers all levels by the same amount. Level spacings and thermal populations do not change. Each eigenstate has a probability density symmetric about $u_0$, so $\langle u\rangle=u_0$ in every level and at every temperature.

The polarization is $P=nQu_0$, and the mode's contribution to the relative permittivity is $P/(\varepsilon_0E)$:

$$\boxed{\Delta\varepsilon=\frac{nQ^2}{\varepsilon_0m\omega^2}}$$

Planck's constant and the temperature are both absent. Zero-point motion broadens the distribution of $u$, but it does not make a harmonic spring softer.

The same result holds for identical coupled cells with periodic boundary conditions. For $N$ cells the total dipole is $Q\sum_iu_i=Q\sqrt N\,w$, where $w=\sum_iu_i/\sqrt N$ is the normalized uniform mode. Translational symmetry makes $w$ a normal coordinate, so $\omega$ must be its frequency. The required variance per cell is $\langle M_{\rm tot}^2\rangle/N=Q^2\langle w^2\rangle$. The variance of one cell's dipole mixes modes of all wavevectors and is not a substitute.

### 2. The classical fluctuation formula

Let $H_0$ be the energy without field. The classical average dipole in the field is

$$\langle M\rangle_E=\frac{\int M\,e^{-\beta(H_0-ME)}\,du\,dp}{\int e^{-\beta(H_0-ME)}\,du\,dp}.$$

Differentiating the numerator brings down a factor $\beta M$, and so does differentiating the denominator. The quotient rule gives

$$\frac{d\langle M\rangle_E}{dE}=\beta\left(\langle M^2\rangle-\langle M\rangle^2\right).$$

At zero field $\langle M\rangle=0$ by symmetry. Multiplying by $n/\varepsilon_0$ gives the classical formula for one Cartesian component,

$$\Delta\varepsilon_{\rm fluct}=\frac{n\langle M^2\rangle}{\varepsilon_0k_BT}.$$

If $\langle M^2\rangle$ is replaced by the squared length of the full dipole vector in an isotropic material, a factor $1/3$ appears. The formula in this form requires fluctuations at zero macroscopic field, as in a periodic cell with conducting boundary conditions.

Classically, equipartition gives $\frac12m\omega^2\langle u^2\rangle=\frac12k_BT$, hence $\langle M^2\rangle=Q^2k_BT/(m\omega^2)$. Insertion cancels $k_BT$ and returns $\Delta\varepsilon$ of part 1. Classical fluctuations in the classical formula thus give the correct static response of this mode, even at temperatures where the mode itself is far from classical. This agreement relies on the harmonic potential.

### 3. Inserting the quantum variance

Write the displacement with ladder operators, $u=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)$. In level $v$ the terms $aa$ and $a^\dagger a^\dagger$ have no diagonal element, while $aa^\dagger$ gives $v+1$ and $a^\dagger a$ gives $v$. Therefore

$$\langle v|u^2|v\rangle=\frac{\hbar}{2m\omega}(2v+1).$$

The populations are proportional to $s^v$ with $s=e^{-\beta\hbar\omega}=e^{-2x}$. The geometric series gives the mean level number $\bar v=s/(1-s)$, so that

$$2\bar v+1=\frac{1+s}{1-s}=\frac{e^{x}+e^{-x}}{e^{x}-e^{-x}}=\coth x,\qquad \langle u^2\rangle=\frac{\hbar}{2m\omega}\coth x .$$

Put $\langle M^2\rangle=Q^2\langle u^2\rangle$ into the classical formula and divide by the true $\Delta\varepsilon$. The factors $n$, $Q^2$ and $\varepsilon_0$ cancel:

$$R=\frac{m\omega^2}{k_BT}\,\frac{\hbar}{2m\omega}\coth x=\frac{\hbar\omega}{2k_BT}\coth x,\qquad\boxed{R=x\coth x}$$

The ratio depends on frequency and temperature, but not on charge, mass or density.

For 1080 cm⁻¹, $\hbar\omega=133.90$ meV, and at 300 K $k_BT=25.85$ meV. Hence

$$x=\frac{133.90}{2\times25.85}=2.590,\qquad \coth x=1.0113,\qquad R=2.590\times1.0113=2.62 .$$

This is the stated overestimate of about 2.6 times.

**Small $x$.** Expanding numerator and denominator,

$$x\coth x=\frac{x\cosh x}{\sinh x}\approx\frac{1+x^2/2}{1+x^2/6}\approx1+\frac{x^2}{3}.$$

The error disappears quadratically when $\hbar\omega\ll k_BT$. At 300 K it stays below 5% of the true response for modes below 162 cm⁻¹.

**Large $x$.** Here $\coth x\to1$ and $R\to x$. The variance tends to its zero-point value $\hbar/(2m\omega)$, while the formula continues to divide by $k_BT$. The predicted permittivity then diverges as $1/T$ on cooling, although the true one is constant. The 1080 cm⁻¹ mode is already close to this regime at room temperature: of $R=2.62$, the zero-point part of the variance supplies $x=2.59$, and thermal excitation supplies only 0.03.

### 4. The quantum formula

The step that fails is the differentiation in part 2. In quantum mechanics $M$ does not commute with $H_0$, because $u$ does not commute with the kinetic energy. The exponential must therefore be expanded with its operator order kept.

Define $U(\tau)=e^{\tau H_0}e^{-\tau(H_0-EM)}$, where $\tau$ is an inverse energy between 0 and $\beta$. Differentiation gives

$$\frac{dU}{d\tau}=e^{\tau H_0}\left[H_0-(H_0-EM)\right]e^{-\tau(H_0-EM)}=E\,M(\tau)\,U(\tau),$$

with $M(\tau)=e^{\tau H_0}Me^{-\tau H_0}$. Since $U(0)=1$, to first order in the field

$$e^{-\beta(H_0-EM)}=e^{-\beta H_0}\left[1+E\int_0^\beta M(\tau)\,d\tau\right].$$

The trace of this operator, the partition function, has no first-order change, because $\langle M\rangle=0$ without field. Multiplying by $M$, taking the trace and dividing by the partition function gives

$$\frac{d\langle M\rangle_E}{dE}\bigg|_{E=0}=\int_0^\beta C(\tau)\,d\tau,\qquad C(\tau)=\langle M(\tau)M\rangle .$$

If $M$ commuted with $H_0$, then $C(\tau)$ would equal $\langle M^2\rangle$ throughout, and the classical expression $\beta\langle M^2\rangle$ would follow. Using it with a quantum variance amounts to replacing the whole curve $C(\tau)$ by its value at $\tau=0$.

**Sign of the error.** In the eigenstates of $H_0$, with energies $E_a$ and partition function $\mathcal Z$,

$$C(\tau)=\frac1{\mathcal Z}\sum_{a,b}e^{-(\beta-\tau)E_a}e^{-\tau E_b}|M_{ab}|^2 .$$

Each term is a positive constant times an exponential of $\tau$, hence convex, and so is the sum. Exchanging the labels $a$ and $b$ shows that $C(\tau)=C(\beta-\tau)$, so the two end values are equal. A convex function lies on or below the chord joining its end points, which here is the horizontal line at $C(0)=\langle M^2\rangle$. Therefore

$$\int_0^\beta C(\tau)\,d\tau\le\beta\langle M^2\rangle .$$

No harmonic potential was assumed. For any system in equilibrium with zero mean dipole, the mixed recipe overestimates the static response or, at best, equals it.

**The oscillator.** The ladder operators evolve as $a(\tau)=a\,e^{-\hbar\omega\tau}$ and $a^\dagger(\tau)=a^\dagger e^{\hbar\omega\tau}$. With $\langle aa^\dagger\rangle=\bar v+1=e^{x}/(2\sinh x)$ and $\langle a^\dagger a\rangle=\bar v=e^{-x}/(2\sinh x)$,

$$C(\tau)=\frac{Q^2\hbar}{2m\omega}\left[(\bar v+1)e^{-\hbar\omega\tau}+\bar v\,e^{\hbar\omega\tau}\right]=\frac{Q^2\hbar}{2m\omega}\,\frac{\cosh(x-\hbar\omega\tau)}{\sinh x}.$$

As $\tau$ runs from 0 to $\beta$, the argument of the hyperbolic cosine runs from $x$ to $-x$, because $\beta\hbar\omega=2x$. Its integral is $2\sinh x/(\hbar\omega)$, and

$$\int_0^\beta C(\tau)\,d\tau=\frac{Q^2\hbar}{2m\omega}\,\frac{2}{\hbar\omega}=\frac{Q^2}{m\omega^2}.$$

Multiplication by $n/\varepsilon_0$ recovers part 1. The large variance and the temperature-independent response are thus consistent: $C(\tau)$ starts high but sags to $C(0)/\cosh x$ at $\tau=\beta/2$.

### 5. The correct path-integral quantity

In a path-integral simulation each quantum coordinate becomes a closed path in $\tau$, represented by beads. The average of $M(\tau)M(\tau')$ over paths is $C(|\tau-\tau'|)$. The variance of the dipole at one bead is consequently $C(0)=\langle M^2\rangle$, which leads to the overestimate.

Take instead the dipole averaged along the path, called the centroid dipole:

$$\bar M=\frac1\beta\int_0^\beta M(\tau)\,d\tau,\qquad \beta\langle\bar M^2\rangle=\frac1\beta\int_0^\beta\!\!\int_0^\beta C(|\tau-\tau'|)\,d\tau\,d\tau'=\int_0^\beta C(\tau)\,d\tau .$$

The last step uses $C(\tau)=C(\beta-\tau)$: continued periodically, the inner integral covers one full period for every $\tau'$. The classical formula therefore becomes correct when it receives the variance of the centroid dipole. For the present mode with 400 beads, the centroid variance gives 1.0000 times the true response, and the bead variance gives 2.6191 times.

A Fourier decomposition shows what the centroid removes. Let $\nu_j=2\pi jk_BT/\hbar$ for integer $j$. Splitting the hyperbolic cosine into exponentials, and using $e^{i\hbar\nu_j\beta}=1$, gives

$$\int_0^\beta\cosh(x-\hbar\omega\tau)\,e^{i\hbar\nu_j\tau}d\tau=\frac{\sinh x}{\hbar}\left[\frac1{\omega-i\nu_j}+\frac1{\omega+i\nu_j}\right]=\frac{2\omega\sinh x}{\hbar(\omega^2+\nu_j^2)} .$$

The corresponding component of $C$ is $Q^2/[m(\omega^2+\nu_j^2)]$. Summing the Fourier series at $\tau=0$ gives $\beta\langle M^2\rangle$, and division by the true response $Q^2/(m\omega^2)$ yields

$$R=\sum_{j=-\infty}^{\infty}\frac{\omega^2}{\omega^2+\nu_j^2}.$$

The term $j=0$ equals 1 and is the static response. The terms $j=\pm1$ together add 0.81 here, and all higher terms another 0.81. They describe the internal spread of the path, which a static field does not polarize in a harmonic potential.

### 6. A silica interlayer dielectric

**The 1080 cm⁻¹ mode.** With $\omega=2.034\times10^{14}$ rad/s,

$$\Delta\varepsilon=\frac{(22\times10^{27})(2.7\times1.602\times10^{-19})^2}{(8.854\times10^{-12})(10\times1.661\times10^{-27})(2.034\times10^{14})^2}=0.677$$

in SI units. The mixed recipe gives $2.619\times0.677=1.77$. The rms displacements tell the same story: 3.97 pm in quantum mechanics, of which zero-point motion alone would give 3.95 pm, against 2.46 pm classically. The square of their ratio is 2.62.

**The total permittivity.** Each band has its own factor, $R=1.361$ at 450 cm⁻¹ and $R=2.003$ at 800 cm⁻¹. The correct and the overestimated sums are

$$\varepsilon=2.1+0.9+0.1+0.677=3.78,$$

$$\varepsilon_{\rm mixed}=2.1+1.361\times0.9+2.003\times0.1+1.772=5.30 .$$

The error is 40% of the correct total. At fixed electrode geometry and uniform filling, a calculated line-to-line capacitance would be wrong by the same percentage. Dividing the whole ionic part by 2.62 would not repair it, since the bands have different factors. Two sound routes are the static response from force constants and effective charges, which is exact for harmonic modes, and the centroid variance, which also includes anharmonicity once the number of beads is converged.

**Temperature.** With the frequency held at 1080 cm⁻¹, $R$ falls to 2.02 at 400 K and 1.38 at 700 K. A spurious decrease of permittivity on heating is therefore another sign of the mixed recipe in this model.

**Linewidth.** Let frequency-independent friction $\gamma$ act on the mode, so that its response at frequency $\Omega$ is proportional to $1/(\omega^2-\Omega^2-i\gamma\Omega)$. The terms of the sum in part 5 are this response at $\Omega=i|\nu_j|$, and their denominators become $\omega^2+\nu_j^2+\gamma|\nu_j|$. The static term is unchanged and the others shrink. A linewidth of 60 cm⁻¹ gives $R=2.59$, about 1% lower.

**Anharmonicity.** Add a potential $0.005\,\hbar\omega\,(u/\ell)^4$ with $\ell=\sqrt{\hbar/(m\omega)}$, keeping the harmonic frequency at 1080 cm⁻¹. Numerical diagonalization then puts the fundamental transition at 1095.7 cm⁻¹. The true static response drops to 0.971 of its harmonic value, and the overestimate relative to this new response is 2.66. The exact independence of temperature and $\hbar$ found in part 1 is lost, but the factor hardly moves.

**Field strength.** A macroscopic field of 1 MV/cm displaces the mode by 0.063 pm, less than 2% of the zero-point rms displacement. The field thus barely changes the range of displacements that the fluctuations already visit.

**Comparison with the real material.** Dense silica films have a static permittivity of roughly 4 and a strong Si–O stretching band near the frequency used here, so the model total of 3.78 lies in the right range. That agreement reflects the choice of rough strengths and is not a prediction; the mass and charge are effective parameters. Real silica is a glass, and its bands are distributions of modes rather than three sharp lines. Friction describes lifetime broadening and moves $R$ by about 1%, as found above; the small quartic term moves it by a similar amount. A symmetric spread of mode frequencies of comparable width moves it far less, because $R\approx x$ is nearly linear in frequency here. The strength of the 1080 cm⁻¹ band matters more for the 40% figure: lowering or raising it by 20% gives about 36% or 44%. The rough electronic permittivity matters as much, in the opposite direction: lowering or raising it by 20% gives about 45% or 36%. The same relative change in either of the other two band strengths moves the figure by less than one percentage point. The 800 cm⁻¹ band is too weak to matter much, and the 450 cm⁻¹ band has a relative error of its own, 36%, that is close to the 40% of the total, so changing its weight hardly shifts the average. Porous or carbon-containing low-permittivity films have different strengths, so the 40% should not be carried over to them, whereas $R=2.6$ applies to any nearly harmonic mode at this frequency and temperature whose dipole is nearly linear in the displacement. The numerical output lists the values used.

## Table of computed values

```
mode wavenumber: 1080 cm^-1
temperature: 300 K
mode mass: 10.0 u
effective charge: 2.7 e
modes per volume and direction: 22 nm^-3
angular frequency: 2.0343e+14 rad/s
quantum hbar*omega: 133.90 meV
thermal energy kT: 25.85 meV
x = hbar*omega/(2kT): 2.5898 (no unit)
coth(x): 1.0113 (no unit)
overestimate R = x coth(x): 2.6191 (no unit)
R from grid diagonalization: 2.6191 (no unit)
static response, grid / formula: 1.000000 (no unit)
ring polymer, centroid ratio: 1.0000 (no unit)
ring polymer, bead ratio, 400 beads: 2.6191 (no unit)
frequency sum, j=+1 and -1 together: 0.8092 (no unit)
rms displacement, quantum: 3.973 pm
rms displacement, classical: 2.455 pm
rms displacement, zero point: 3.951 pm
mode permittivity, correct: 0.677 (relative)
mode permittivity, overestimated: 1.772 (relative)
electronic permittivity, rough: 2.1 (relative)
band 450 cm^-1: rough strength 0.9 (relative), R = 1.361
band 800 cm^-1: rough strength 0.1 (relative), R = 2.003
total permittivity, correct: 3.78 (relative)
total permittivity, overestimated: 5.30 (relative)
error of total: 40 percent
R of the 1080 cm^-1 mode at 400 K: 2.024 (no unit)
R of the 1080 cm^-1 mode at 700 K: 1.380 (no unit)
R with linewidth 60 cm^-1: 2.588 (no unit)
quartic coefficient: 0.005 (units of hbar*omega)
fundamental with quartic term: 1095.7 cm^-1
static response with quartic / harmonic: 0.9712 (no unit)
R with quartic term: 2.655 (no unit)
displacement at 1 MV/cm: 0.0629 pm
wavenumber where R = 1.05 at 300 K: 162 cm^-1
```
